Electrical conductivity and thermal noise from equilibrium current correlations, part 1

(Sections cited here and not found follow in the second part.)

**Conductivity as a current autocorrelation, and the frequency dependence of thermal noise**

**The form of the answer**

A conductivity has the unit S/m = A²·s/(J·m). Let J be the current density averaged over a volume V. In equilibrium its mean vanishes by the symmetry k → −k of the band, which time reversal supplies, and its variance falls as 1/V because it is a sum of independent contributions divided by V. The intensive quantity is therefore C = V⟨JJ⟩, with unit A²/m, and a conductivity built from it must be C times a time divided by an energy. Stationarity makes C depend on a time difference t alone, and causality lets only past fields act, so the time enters as an integral of C(t) over t > 0. Time reversal at zero magnetic field gives C_ab(t) = C_ab(−t), stationarity gives C_ab(−t) = C_ba(t), and the tensor must be symmetric. A current noise density has the unit A²·s, which is an energy times a conductance. With one relaxation time τ and one energy scale it must read (energy) × G₀ × s(ωτ), the product being even in ω. Dimensions do not decide whether the energy is k_BT, a Fermi energy or ħω, and they fix neither the prefactor nor s. The theorem does.

**Assumptions and conventions**

States k (wave vector and spin) form a finite set in the volume V, with energy ε_k = ε_{−k}, velocity v_k = ∇_k ε_k/ħ = −v_{−k}, charge q = −e and j_k = q v_k. Write β = 1/k_BT, f_k = 1/(e^{β(ε_k−μ)} + 1) and F_k = f_k(1 − f_k). Fields vary as e^{−iωt}.

(A1) Carriers scatter one at a time, off impurities or off a bath that stays in equilibrium. A jump k → k′ has the rate W_{k→k′} if k is full and k′ is empty.

(A2) Detailed balance holds: W_{k→k′} e^{−βε_k} = W_{k′→k} e^{−βε_k′}.

(A2) is stronger than time reversal, which relates W_{k→k′} only to W_{−k′→−k}. It holds in the first Born approximation, and for spin-independent scattering with inversion symmetry. Skew scattering violates it; L can then have complex eigenvalues, and S_I need not be a sum of Lorentzians with positive weights.

(A3) Every set of states connected by nonzero rates is mapped onto itself by k → −k.

(A4) The electric field is uniform and weak, and B = 0.

(A5) ħω ≪ k_BT.

Define the inner product (extended bilinearly to complex functions), a kernel and an operator:

⟨a, b⟩ = (1/V) Σ_k F_k a_k b_k,  P_kk′ = W_{k→k′} f_k (1 − f_k′),

(Lφ)_k = (1/F_k) Σ_k′ P_kk′ (φ_k − φ_k′).  (1)

**Theorem.** Let C_ab(t) = V⟨J_a(t) J_b(0)⟩ be the equilibrium correlation. Under (A1)–(A5):

(i) C_ab(t) = ⟨j_a, e^{−Lt} j_b⟩ for t ≥ 0, exactly for elastic scattering, and up to a relative correction of order 1/V for inelastic scattering (proved at fixed t, in the class model of Lemma 5).

(ii) σ_ab(ω) = β ∫₀^∞ e^{iωt} C_ab(t) dt, and σ_ab = σ_ba.

(iii) For a bar of length ℓ and section A, with G = σ_xx A/ℓ, the one-sided noise density of the short-circuit current is S_I = 4k_BT Re G(ω).

(iv) S_I = (4k_BT/R)/(1 + ω²τ²), with R = 1/G(0), if and only if L j_x = j_x/τ. Otherwise S_I is a sum of Lorentzians with positive weights.

(v) The open-circuit voltage noise is 4k_BT Re Z, Z = 1/G. In the case (iv) it equals 4k_BT R and has no roll-off at ωτ = 1.

**Lemma 1 (linearized collision term).** For a distribution f_k + F_k φ_k, the collision term is −F_k (Lφ)_k to first order in φ.

Proof. The collision term is gain minus loss, Σ_k′ [W_{k′→k} g_k′(1 − g_k) − W_{k→k′} g_k(1 − g_k′)], for the distribution g. Since f_k = (1 − f_k) e^{−β(ε_k−μ)},

P_kk′ = W_{k→k′} e^{−β(ε_k−μ)} (1 − f_k)(1 − f_k′),

which is symmetric in k, k′ by (A2). At g = f gain and loss thus cancel pair by pair. Write f, φ for the state k and f′, φ′ for k′. The first-order variations are

δ[f′(1 − f)] = F′φ′(1 − f) − f′Fφ = f′(1 − f) [(1 − f′)φ′ − fφ],

δ[f(1 − f′)] = Fφ(1 − f′) − fF′φ′ = f(1 − f′) [(1 − f)φ − f′φ′].

Multiplied by their rates, both prefactors equal P_kk′. The difference of the brackets is (1 − f′)φ′ + f′φ′ − fφ − (1 − f)φ = φ′ − φ. The sum over k′ is −F_k(Lφ)_k. ∎

**Lemma 2 (spectrum).** L is self-adjoint and non-negative, and j_a is orthogonal to its null space.

Proof. From (1), ⟨a, Lb⟩ = (1/V) Σ_kk′ P_kk′ a_k (b_k − b_k′). Exchange the names k and k′, use the symmetry of P, and average the two forms:

⟨a, Lb⟩ = (1/2V) Σ_kk′ P_kk′ (a_k − a_k′)(b_k − b_k′).  (2)

This is symmetric in a and b, and non-negative for a = b real. It vanishes only if a is constant on each connected set. On such a set Σ F_k j_k = 0, because the set is invariant under k → −k by (A3), F is even and j is odd. ∎

L therefore has real orthonormal eigenfunctions u_n with eigenvalues λ_n ≥ 0, and the coefficients c_an = ⟨j_a, u_n⟩ vanish whenever λ_n = 0. Hence

⟨j_a, e^{−Lt} j_b⟩ = Σ_n c_an c_bn e^{−λ_n t}  (3)

decays to zero, and its time integral converges.

Remark. If j overlapped a null mode, (3) would keep a constant part and the dc conductivity would be infinite. This can happen when (A3) fails, as in a one-dimensional band without backscattering.

**Lemma 3 (response).** σ_ab(ω) = β⟨j_a, (L − iω)^{−1} j_b⟩ = β ∫₀^∞ e^{iωt} ⟨j_a, e^{−Lt} j_b⟩ dt.

Proof. The field moves wave vectors by ħ dk/dt = qE, so ∂g/∂t + (q/ħ) E·∇_k g equals the collision term. To first order in E the drift term acts on f alone. With ∂f/∂ε = −βF one has ∇_k f = −βF ħv, and the drift term is −βF E·j. Dividing by F_k and using Lemma 1,

∂φ/∂t + Lφ = β E(t)·j.  (4)

The solution that vanishes before the field acts is φ(t) = β ∫₀^∞ e^{−Ls} j·E(t − s) ds. To verify it, substitute t′ = t − s, so that φ = β ∫_{−∞}^t e^{−L(t−t′)} j·E(t′) dt′; the upper limit gives βE·j and the exponential gives −Lφ. The current density is J_a = (1/V) Σ_k j_ak F_k φ_k = ⟨j_a, φ⟩. For E_b(t − s) = E_b e^{−iωt} e^{iωs} the factor E_b e^{−iωt} comes out and leaves the stated integral. Integrating (3) term by term,

σ_ab(ω) = β Σ_n c_an c_bn/(λ_n − iω),  (5)

which is the resolvent form. ∎

A field E_b switched on at t = 0 cuts the s integral at t, so J_a(t) = βE_b ∫₀^t ⟨j_a, e^{−Ls} j_b⟩ ds.

**Lemma 4 (static fluctuations).** With occupations n_k ∈ {0, 1} and δn_k = n_k − f_k, ⟨δn_k δn_k′⟩ = δ_kk′ F_k.

Proof. The grand-canonical weight π(n) ∝ Π_k e^{−β(ε_k−μ)n_k} is a product, so different states are independent. For one state n² = n gives ⟨δn²⟩ = f − f². ∎

**Lemma 5 (regression).** Statement (i) holds.

Proof. Under (A1) the configuration n is a Markov process. Its generator Q acts on a function of n as the sum over allowed jumps of rate times change. A jump k → k′ multiplies π by e^{−β(ε_k′−ε_k)}, so by (A2) each jump is balanced by its reverse and π is stationary. For t > 0 and any functions g, h, d⟨g(t)h(0)⟩/dt = ⟨(Qg)(t) h(0)⟩. For g = n_k,

Q n_k = Σ_k′ [W_{k′→k} n_k′(1 − n_k) − W_{k→k′} n_k(1 − n_k′)].

This is the collision term evaluated at n = f + δn, a quadratic polynomial. Its constant part vanishes, its linear part is given by Lemma 1, and its quadratic part comes from −W_{k′→k} n_k n_k′ + W_{k→k′} n_k n_k′:

Q n_k = −F_k (L[δn/F])_k + Σ_k′ (W_{k→k′} − W_{k′→k}) δn_k δn_k′.  (6)

Elastic case. For ε_k = ε_k′, (A2) makes W symmetric and the last term is zero. Define ψ by ⟨δn_k(t) J_b(0)⟩ = F_k ψ_k(t)/V, with J_b = (1/V) Σ_k j_bk δn_k. Then (6) gives ∂ψ/∂t = −Lψ, and Lemma 4 gives ψ(0) = j_b. Therefore C_ab(t) = V (1/V) Σ_k j_ak F_k ψ_k(t)/V = ⟨j_a, e^{−Lt} j_b⟩.

Inelastic case. As V grows, the number of final states grows as V and each rate falls as 1/V. Model this by classes a of M ∝ V states with common ε and v and rates w_ab/M. Let N_a be the occupation of class a and X_a = N_a/M − f_a. Summing (6) over a class and dividing by M,

d⟨X_a(t)X_c(0)⟩/dt = (linear term) + Σ_b (w_ab − w_ba) T_ab(t),  T_ab(t) = ⟨X_a(t)X_b(t)X_c(0)⟩.

In equilibrium N_a is binomial, so ⟨X²⟩ = F/M, ⟨X³⟩ = F(1 − 2f)/M² and ⟨X⁴⟩ = O(M⁻²). The two-point function is of order 1/M. For T, initially T_ab(0) is nonzero only for a = b = c, where it is O(M⁻²). Its equation follows from Q(X_aX_b) = X_a QX_b + X_b QX_a + Γ_ab/M. The last term is the sum of rate times the product of the two jumps. Rates are of order M and jumps are ±1/M, so Γ_ab is a polynomial in X of order one. The linear parts of QX act on T itself. The quadratic parts give four-point functions, bounded by Hölder's inequality by equilibrium fourth moments, O(M⁻²). The constant part of Γ drops out because ⟨X_c⟩ = 0, and the rest contributes (1/M)·O(M^{−1/2})·O(M^{−1/2}) by the Cauchy–Schwarz inequality. So T = O(M⁻²) at fixed t, which is 1/M relative to the two-point function. ∎

Remark. The inelastic estimate is proved at fixed t. For the time integral the program solves the many-fermion problem with four classes and finds deviations of ∫C dt, relative to the Boltzmann value, of 0.02417, 0.01166 and 0.00573 at M = 4, 8, 16. The last ratio is 0.49, near the 1/2 of a 1/M law. For elastic scattering of eight states, the exact 2⁸-configuration correlation agrees with (i) to better than 10⁻¹⁰.

**Proof of the theorem**

(i) is Lemma 5.

(ii) Insert (i) in Lemma 3. For inelastic scattering the limit V → ∞ is taken at fixed t, before the time integral. The symmetry σ_ab = σ_ba is read off (5), and it follows here from the self-adjointness (2), which detailed balance supplies. The program tests (ii) by integrating the nonlinear Boltzmann equation in time for an anisotropic two-dimensional band with inelastic scattering. In units of e²/ħ, the driven system and β∫C dt both give σ_xx(0) = 0.32968, and both give 0.02122 + 0.08046i at ω = 3.6704 (model units). Fields along y and along x give σ_xy = σ_yx = 0.02010, in a band with no mirror or rotation that would force the equality.

(iii) Let the bar be long compared with the mean free path and short compared with the wavelength, and let its width be small compared with the skin depth. A voltage U across it gives the field U/ℓ and delivers the power Σ q v_x U/ℓ to the carriers. Equating this to UI gives I = (q/ℓ) Σ v_x = (V/ℓ) J_x = A J_x. A short circuit holds the average field at zero, and at linear order the spatially averaged distribution responds only to the average field, so (i) applies. Then

C_I(t) = ⟨I(t)I(0)⟩ = A² C_xx(t)/(Aℓ) = (A/ℓ) C_xx(t),  G(ω) = β ∫₀^∞ e^{iωt} C_I(t) dt.

For a record of duration Θ put Ĩ = ∫₀^Θ I(t) e^{iωt} dt. Then ⟨|Ĩ|²⟩ = ∫∫ C_I(t − t′) e^{iω(t−t′)} dt dt′. The difference s = t − t′ occurs with weight Θ − |s|, and C_I is even by stationarity, so ⟨|Ĩ|²⟩ = 2 ∫₀^Θ (Θ − s) C_I(s) cos ωs ds. The one-sided density folds negative frequencies onto positive ones and is defined as S_I = lim 2⟨|Ĩ|²⟩/Θ. Therefore

S_I(ω) = 4 ∫₀^∞ C_I(s) cos ωs ds = 4k_BT Re G(ω).  (7)

With (5), writing c_n = c_xn,

S_I = 4(A/ℓ) Σ_n c_n² λ_n/(λ_n² + ω²).  (8)

The normalization is confirmed by integrating over the frequency ν = ω/2π. Each term gives 4 ∫₀^∞ λ/(λ² + ω²) dω/2π = 4(π/2)/(2π) = 1, so ∫₀^∞ S_I dν = (A/ℓ) Σ c_n² = ⟨I²⟩.

(iv) If L j_x = j_x/τ, then C_xx = C(0)e^{−t/τ}, and (5) gives G = G₀/(1 − iωτ) with G₀ = 1/R = β(A/ℓ)C(0)τ. Multiplying numerator and denominator by 1 + iωτ gives Re G = G₀/(1 + ω²τ²). Conversely, the cosine transform (7) determines C_I(t), so a single Lorentzian requires Σ c_n² e^{−λ_n t} ∝ e^{−t/τ}. Exponentials with different rates are linearly independent and the weights c_n² cannot cancel, so c_n = 0 unless λ_n = 1/τ. The general form is (8).

(v) Close the bar by a capacitance C_s. To linear order, with products of fluctuations neglected, the terminal voltage U enters (4) as a drive and adds GU to the short-circuit fluctuation δI. Charge conservation reads C_s dU/dt = −I, that is −iωC_s U = −(δI + GU), so U = −δI/(G − iωC_s). The voltage noise density is

S_V = 4k_BT Re G/|G − iωC_s|² = 4k_BT Re[1/(G − iωC_s)],

because Re(1/Y) = Re Y/|Y|² and Re(G − iωC_s) = Re G. For C_s → 0 this is 4k_BT Re Z. With one τ, Z = R(1 − iωτ) = R − iωL_K, where L_K = Rτ is the kinetic inductance, and Re Z = R. ∎

Under (A1)–(A5), the conductivity is β times the one-sided Fourier integral of the equilibrium current correlation, and the short-circuit noise is 4k_BT Re G, a single Lorentzian exactly when L j_x = j_x/τ. What remains is to see where the roll-off goes in the voltage noise, which energy and relaxation times enter, what changes beyond (A5) and for Onsager relations, and how the numbers come out in an example.

Numerical values quoted here were computed with a short program.
